# Electronic Thermal Conductance at Open Circuit and at Zero Voltage: test program

```python
"""
Result under test: the electronic thermal conductance at zero current, K, and
at zero voltage, K0, obey K = K0 - G S^2 T (linear response, two terminals).
For a narrow Lorentzian level K -> GammaL*GammaR/(h T), second order in the
width, while K0 is first order if the level is off the chemical potential.

Symbols: energies y are in units of k*T from the chemical potential;
G = (e^2/h) g, S = (k/e) s, K = (k^2 T/h) kappa; one spin-resolved channel.
tau = transmission, gl, gr = couplings GammaL, GammaR in units of k*T.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

E_CH, H, KB = const.e, const.h, const.k
LORENZ = np.pi**2 / 3


def thermal_weight(y):
    """Minus the derivative of the Fermi function."""
    return expit(y) * expit(-y)


def lorentzian(y, eps, gl, gr):
    return gl * gr / ((y - eps)**2 + (gl + gr)**2 / 4)


# Road 1: full Landauer currents at finite differences, no linearization
GRID = np.linspace(-60, 60, 24001)
STEP = GRID[1] - GRID[0]


def currents(tau, dmu, dtemp):
    """Particle and energy currents; left side is hotter by dtemp."""
    left = expit(-(GRID - dmu / 2) / (1 + dtemp / 2))
    right = expit(-(GRID + dmu / 2) / (1 - dtemp / 2))
    flow = tau * (left - right)
    return flow.sum() * STEP, (flow * GRID).sum() * STEP


def measure(tau, d=2e-4):
    """g, s, kappa0, kappa as an experiment would define them."""
    g = currents(tau, d, 0.0)[0] / d
    kappa0 = currents(tau, 0.0, d)[1] / d
    dmu_open = brentq(lambda v: currents(tau, v, d)[0], -20 * d, 20 * d,
                      xtol=1e-16, rtol=1e-14)
    kappa = currents(tau, dmu_open, d)[1] / d
    return g, dmu_open / d, kappa0, kappa


# Road 2: moment formulas
def from_moments(m0, m1, m2):
    return m0, -m1 / m0, m2, m2 - m1**2 / m0


def level_coefficients(eps, gl, gr):
    """Moments of a Lorentzian on a grid that resolves any width."""
    a = (gl + gr) / 2
    tmax = np.arcsinh(60 / a)
    t = np.linspace(-tmax, tmax, 8001)
    y = eps + a * np.sinh(t)
    w = (lorentzian(y, eps, gl, gr) * thermal_weight(y)
         * a * np.cosh(t) * (t[1] - t[0]))
    return from_moments(w.sum(), (w * y).sum(), (w * y**2).sum())


def box_coefficients(eps, width):
    """Unit transmission inside a window of the given width, zero outside."""
    x, wx = np.polynomial.legendre.leggauss(30)
    y = eps + x * width / 2
    w = wx * width / 2 * thermal_weight(y)
    return from_moments(w.sum(), (w * y).sum(), (w * y**2).sum())


# Example parameters (rough typical values of a nanowire quantum dot)
temp = 1.0                                   # K
gamma_l = gamma_r = 5.0                      # micro-eV
level = 200.0                                # micro-eV above mu
g_factor, field = 8.0, 6.0                   # dimensionless, tesla
dtemp_big = 0.1                              # K
kt = KB * temp / E_CH * 1e6                  # micro-eV
eps, gl, gr = level / kt, gamma_l / kt, gamma_r / kt
k_unit = KB**2 * temp / H * 1e15             # fW/K
s_unit = KB / E_CH * 1e6                     # micro-V/K
g_unit = E_CH**2 / H * 1e6                   # micro-S

# Test: both roads agree for the example level
tau_level = lorentzian(GRID, eps, gl, gr)
direct = measure(tau_level)
g, s, kappa0, kappa = level_coefficients(eps, gl, gr)
assert np.allclose(direct, (g, s, kappa0, kappa), rtol=1e-4, atol=0)

# Test: the identity, with all four quantities measured independently
slope = 0.01                                 # relative change of tau per kT
shapes = {"level": tau_level,
          "step": expit((GRID - 1.5) / 0.3),
          "flat": 0.5 * (1 + slope * GRID)}
measured = {name: measure(tau) for name, tau in shapes.items()}
for gm, sm, k0m, km in measured.values():
    assert abs((k0m - km) - gm * sm**2) < 1e-5 * k0m
    assert 0 < km and gm * sm**2 / k0m < 1
gf, sf, k0f, kf = measured["flat"]
z_flat = gf * sf**2 / k0f
assert abs(z_flat / (LORENZ * slope**2) - 1) < 1e-3

# Test: narrow-level limits, with unequal couplings
nl, nr = 3e-4, 7e-4
ng, ns, nk0, nk = level_coefficients(eps, nl, nr)
w0 = thermal_weight(eps)
g_limit = 2 * np.pi * nl * nr / (nl + nr) * w0
assert abs(ng / g_limit - 1) < 1e-2
assert abs(ns / (-eps) - 1) < 1e-2
assert abs(nk0 / (g_limit * eps**2) - 1) < 1e-2
assert abs(nk / (nl * nr) - 1) < 1e-2
ratio_limit = (nl + nr) / (2 * np.pi * w0 * eps**2)
assert abs(nk / nk0 / ratio_limit - 1) < 2e-2

# Test: level at the chemical potential, K = K0 but K/(G T) still vanishes
cg, cs, ck0, ck = level_coefficients(0.0, nl, nr)
assert abs(ck / ck0 - 1) < 1e-9
assert abs(ck / (nl * nr) - 1) < 1e-2
assert ck / cg < 1e-2 * LORENZ
centre = measure(lorentzian(GRID, 0.0, gl, gr))
assert abs(centre[3] / centre[2] - 1) < 1e-6

# Test: a window without tails loses heat conductance as its width cubed
width = np.pi * (gl + gr) / 2                # same area as the example level
box = box_coefficients(eps, width)
assert abs(box[3] / (w0 * width**3 / 12) - 1) < 2e-2
assert box[3] < 0.1 * kappa

# Sizes of neglected effects
zeeman = g_factor * const.physical_constants[
    "Bohr magneton in eV/T"][0] * field * 1e6          # micro-eV
two_spins = measure(tau_level + lorentzian(GRID, eps + zeeman / kt, gl, gr))
large_step = measure(tau_level, dtemp_big / temp)
# Bose integral for one ballistic phonon mode, in units k^2 T/h
mode = quad(lambda x: (x / (2 * np.sinh(x / 2)))**2, 1e-9, 80)[0]
assert abs(mode / LORENZ - 1) < 1e-6
phonon = 4 * mode

power = g * s**2
assert abs(power / kappa - (power / kappa0) / (1 - power / kappa0)) < 1e-6 * power / kappa


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("temperature", temp, "K")
show("thermal energy kT", kt, "micro-eV")
show("GammaL = GammaR", gamma_l, "micro-eV")
show("level above mu", level, "micro-eV")
show("level above mu in kT", eps)
show("unit k^2 T/h", k_unit, "fW/K")
show("conductance G", g * g_unit, "micro-S")
show("thermopower S", s * s_unit, "micro-V/K")
show("narrow-limit S", -eps * s_unit, "micro-V/K")
show("K0 at zero voltage", kappa0 * k_unit, "fW/K")
show("G S^2 T", power * k_unit, "fW/K")
show("K at open circuit", kappa * k_unit, "fW/K")
show("K by direct root search", direct[3] * k_unit, "fW/K")
show("narrow-limit K = GammaL GammaR/(hT)", gl * gr * k_unit, "fW/K")
show("K/K0", kappa / kappa0)
show("narrow-limit K/K0", (gl + gr) / (2 * np.pi * w0 * eps**2))
show("K/(G T) over Sommerfeld value", kappa / g / LORENZ)
show("figure of merit with K0 (wrong)", power / kappa0)
show("figure of merit with K (electrons only)", power / kappa)
print("scan of total width at fixed level:")
for total in (40.0, 10.0, 2.5, 0.625):
    a, b, c, d = level_coefficients(eps, total / 2 / kt, total / 2 / kt)
    print(f" Gamma {total:g} micro-eV: K0 {c*k_unit:.4g} fW/K,"
          f" K {d*k_unit:.4g} fW/K, K/K0 {d/c:.4g},"
          f" merit {a*b*b/d:.4g}")
show("level at mu: K0", centre[2] * k_unit, "fW/K")
show("level at mu: K", centre[3] * k_unit, "fW/K")
show("box of equal area: width", width * kt, "micro-eV")
show("box of equal area: K", box[3] * k_unit, "fW/K")
show("flat channel: relative slope per kT", slope)
show("flat channel: S", sf * s_unit, "micro-V/K")
show("flat channel: G S^2 T/K0", z_flat)
show("smooth step: K/K0", measured["step"][3] / measured["step"][2])
show("g-factor", g_factor)
show("magnetic field", field, "T")
show("Zeeman splitting", zeeman / 1e3, "meV")
show("change of K by other spin level",
     100 * (two_spins[3] / direct[3] - 1), "percent", ".2g")
show("large temperature difference", dtemp_big, "K")
show("open-circuit voltage size there",
     abs(large_step[1]) * s_unit * dtemp_big, "micro-V")
show("change of K at that difference",
     100 * (large_step[3] / direct[3] - 1), "percent", ".2g")
show("four ballistic phonon modes", phonon * k_unit, "fW/K")
show("phonon heat over electronic K", phonon / kappa)
show("figure of merit with phonons", power / (kappa + phonon))
print("checks complete")
```

Running it gives:

```
temperature: 1 K
thermal energy kT: 86.17 micro-eV
GammaL = GammaR: 5 micro-eV
level above mu: 200 micro-eV
level above mu in kT: 2.321
unit k^2 T/h: 287.7 fW/K
conductance G: 0.5815 micro-S
thermopower S: -191.8 micro-V/K
narrow-limit S: -200 micro-V/K
K0 at zero voltage: 22.3 fW/K
G S^2 T: 21.38 fW/K
K at open circuit: 0.9145 fW/K
K by direct root search: 0.9145 fW/K
narrow-limit K = GammaL GammaR/(hT): 0.9685 fW/K
K/K0: 0.04101
narrow-limit K/K0: 0.04212
K/(G T) over Sommerfeld value: 0.06438
figure of merit with K0 (wrong): 0.959
figure of merit with K (electrons only): 23.38
scan of total width at fixed level:
 Gamma 40 micro-eV: K0 81.71 fW/K, K 12.46 fW/K, K/K0 0.1525, merit 5.558
 Gamma 10 micro-eV: K0 22.3 fW/K, K 0.9145 fW/K, K/K0 0.04101, merit 23.38
 Gamma 2.5 micro-eV: K0 5.705 fW/K, K 0.05966 fW/K, K/K0 0.01046, merit 94.62
 Gamma 0.625 micro-eV: K0 1.434 fW/K, K 0.003769 fW/K, K/K0 0.002628, merit 379.6
level at mu: K0: 0.9257 fW/K
level at mu: K: 0.9257 fW/K
box of equal area: width: 15.71 micro-eV
box of equal area: K: 0.01181 fW/K
flat channel: relative slope per kT: 0.01
flat channel: S: -2.835 micro-V/K
flat channel: G S^2 T/K0: 0.000329
smooth step: K/K0: 0.189
g-factor: 8
magnetic field: 6 T
Zeeman splitting: 2.778 meV
change of K by other spin level: 0.67 percent
large temperature difference: 0.1 K
open-circuit voltage size there: 19.18 micro-V
change of K at that difference: 0.074 percent
four ballistic phonon modes: 3786 fW/K
phonon heat over electronic K: 4139
figure of merit with phonons: 0.005647
checks complete
```
